Variance growth in an infinite diffusion couple with composition-dependent diffusivity

**1. A number to explain**

A copper half and a nickel half are joined at a flat, sharp interface and held at 1000 °C for 100 h. In the model used here the interdiffusivity falls exponentially with the nickel fraction, from 0.05 µm²/s at the copper end to 0.0015 µm²/s at the nickel end. The solved profile is lopsided. Weighted by the composition gradient, position has a variance of 9958.5 µm². Dividing by twice the time, 2 × 360000 s, gives

9958.5 / 720000 = 0.01383 µm²/s.

The mean of the two end diffusivities is 0.02575 µm²/s, nearly twice as large. The smaller number is the average of D taken uniformly over composition. For a sharp initial step this holds for any positive D(c) with a finite average, under the conditions stated next.

**2. Statement and conventions**

Let c(x,t) be the composition, with c → c_L far to the left and c → c_R far to the right. Take Δc = c_R − c_L > 0; otherwise reverse the x axis. The flux is −D ∂c/∂x, and conservation gives

∂c/∂t = ∂/∂x [D(c) ∂c/∂x].

The assumptions are these.

- D depends on composition alone, is positive between the end compositions, and has a finite integral over that range.
- For t > 0 the profile is smooth, rises monotonically and tends to its end values. As t → 0 it approaches the initial profile, in the sense that the integral of the difference over any bounded interval vanishes.
- The initial variance is finite. A sharp step has variance zero.
- The volume per mole does not change with composition.

If D is smooth and positive on the closed composition range, a monotone start stays monotone: a copy of the profile shifted to the left starts nowhere below the original, and diffusion preserves that order.

Define the weight, mean and variance by

p = (1/Δc) ∂c/∂x,
m = ∫ x p dx,
σ² = ∫ (x − m)² p dx.

Integrals without limits run over the whole line. Since p ≥ 0 and ∫ p dx = 1, p is a proper distribution of position. The claim is that m is constant and

dσ²/dt = 2D̄, D̄ = (1/Δc) ∫ D(c) dc, from c_L to c_R.

Because p dx = dc/Δc, the variance can also be written with composition as the variable:

σ² = (1/Δc) ∫ [x(c) − m]² dc.

Measured positions at equal composition steps therefore give the variance without differentiating the data, provided the steps are fine enough to resolve the tails. Part 9 shows a case where ten steps are too few.

**3. The short calculation**

Write G = D ∂c/∂x. Differentiating the diffusion equation with respect to x gives

∂/∂t (∂c/∂x) = ∂²G/∂x².

Multiply by x² and integrate by parts twice:

d/dt ∫ x² ∂c/∂x dx = [x² ∂G/∂x − 2xG] + 2 ∫ G dx.

If the bracket vanishes at both ends, what remains is

2 ∫ D(c) (∂c/∂x) dx = 2 ∫ D(c) dc = 2D̄Δc.

The change of variable explains the uniform average. Each composition interval dc contributes D dc, however wide or narrow a region it occupies in space. With x in place of x², the same steps give zero.

This calculation assumes that G and its derivative vanish fast enough far away. For a general D(c) that needs proof. The next two parts avoid the question.

**4. Moments without derivatives**

Let H(x) be c_L for x < 0 and c_R for x > 0. On the right, the missing composition is

c_R − c(x) = ∫ₓ^∞ (∂c/∂s) ds.

Multiply by x and integrate over x > 0. All quantities are non-negative, so the order of integration may be exchanged. For fixed s, x runs from 0 to s, and ∫₀ˢ x dx = s²/2:

∫₀^∞ x (c_R − c) dx = ½ ∫₀^∞ s² (∂c/∂s) ds.

On the left, c − c_L is the integral of ∂c/∂s from −∞ to x, and likewise

∫₋∞⁰ (−x)(c − c_L) dx = ½ ∫₋∞⁰ s² (∂c/∂s) ds.

Adding the two gives

∫ x² (∂c/∂x) dx = −2S, S(t) = ∫ x (c − H) dx.

The two sides are finite together or infinite together. The integrand of S is never positive: for x > 0 the factor c − H is at most zero, and for x < 0 it is at least zero. The same exchange without the factor x gives

∫ x (∂c/∂x) dx = −∫ (c − H) dx,

which converges whenever the second moment does, because |x| ≤ 1 + x².

**5. The proof with a cutoff**

Let K(c) be the integral of D from c_L to c. Then K(c_L) = 0, K(c_R) = D̄Δc, and the diffusion equation reads

∂c/∂t = ∂²K(c)/∂x².

Choose the cutoff φ(y) = (1 − y²)³ for |y| < 1 and φ = 0 elsewhere. It and its first two derivatives are continuous. Put ψ(y) = yφ(y). Then

ψ′ = (1 − y²)³ − 6y²(1 − y²)² = (1 − y²)²(1 − 7y²),

so ψ′(0) = 1 and ψ′(±1) = 0. Now cut off the moment at distance R:

S_R(t) = ∫ x φ(x/R) (c − H) dx.

H does not depend on time. Two integrations by parts move both derivatives from K onto xφ(x/R) = Rψ(x/R), with no boundary terms because the cutoff is zero beyond R. The second derivative of Rψ(x/R) is ψ″(x/R)/R, and with x = Ry, dx = R dy,

dS_R/dt = ∫ ψ″(y) K(c(Ry,t)) dy, from y = −1 to 1.

Let R → ∞ at fixed t. For y > 0, c(Ry,t) → c_R and K → D̄Δc. For y < 0, c → c_L and K → 0. Since K is bounded, the limit may be taken under the integral:

dS_R/dt → D̄Δc ∫₀¹ ψ″ dy = D̄Δc [ψ′(1) − ψ′(0)] = −D̄Δc.

The rate is bounded by a number independent of R and t, so the limit also passes through the time integral:

S_R(t) − S_R(0) → −D̄Δc t.

On the left-hand side, φ(x/R) increases towards 1 as R grows, while x(c − H) keeps one sign. Hence S_R(t) tends to S(t) by monotone convergence. S(0) is finite because the initial variance is. Therefore S(t) is finite too, and

S(t) = S(0) − D̄Δc t.

Multiplying by −2/Δc shows that the second moment of p about x = 0 grows by 2D̄t. Beyond the finite initial variance, no rate of decay of the tails was assumed.

For the mean, use φ alone:

d/dt ∫ φ(x/R)(c − H) dx = (1/R) ∫ φ″(y) K(c(Ry,t)) dy.

The last integral is bounded, so the right side vanishes as R → ∞. Since c − H is now known to be integrable, ∫(c − H) dx is constant and so is m. Subtracting the constant m² from the second moment completes the proof:

σ²(t) = σ²(0) + 2D̄t.

The cutoff limit can be watched in the copper–nickel profile. With R = 2000 µm the cut-off growth rate is 0.94978 of its limit; with R = 20000 µm it is 0.99948. One more integration by parts writes the rate as −∫ ψ′(x/R)(∂K/∂x) dx, and ψ′ ≈ 1 − 9y² near zero. The leading deficit is thus proportional to 1/R² when ∂K/∂x has a finite second moment. The numbers agree: a tenfold larger R reduces the deficit from 5.0 % to 0.052 %.

**6. What the initial condition does**

The result concerns the increase of variance. For a sharp step σ²(0) = 0, so σ² = 2D̄t. For a graded start the initial variance must be subtracted.

A dimensionless example has D = exp(−2c) for c from 0 to 1, so that

D̄ = (1 − e⁻²)/2 = 0.4323.

The start consists of two separated smooth rises, carrying 70 % and 30 % of the composition change. Direct solution to t = 4 gives a variance rising from 2.7562 to 6.2148, an increase of 3.4586. The formula gives 2D̄t = 3.4587. The mean stays at −0.4500. Dividing the whole final variance by 2t would give 0.777, about 80 % above D̄. If the initial width is unknown, profiles at two times are needed.

**7. Inversion of a single profile**

For a step start, neither the equation nor the initial data contains a length. The profile then depends on x/√t alone, and

∂c/∂t = −(x/2t) ∂c/∂x.

Set c_L = 0, c_R = 1, and measure x from the original interface, where m = 0. This fixed mean position is the Matano plane. Integrating the diffusion equation from the far left gives

D ∂c/∂x = −(1/2t) A(c), A(c) = ∫₀ᶜ x(c′) dc′.

The flux at the far left is zero: a non-zero limit would make K(c) grow linearly with distance, while K is bounded. Hence

D(c) = −(1/2t) (dx/dc) A(c).

This is the Boltzmann–Matano inversion. Integrate it over composition by parts, using dA/dc = x:

∫₀¹ D dc = −(1/2t) [xA]₀¹ + (1/2t) ∫₀¹ x² dc = σ²/2t.

The bracket vanishes. Near c = 0, |x| is larger at smaller c, so |xA| ≤ ∫₀ᶜ x² dc′, which tends to zero. Near c = 1 the same bound applies to the integral from c to 1, because A(1) = m = 0.

The variance thus gives one number, D̄, and cannot give the shape of D(c). The pointwise formula gives the shape but needs a slope. Applied to the computed copper–nickel profile, it returns 0.024797, 0.008660 and 0.003025 µm²/s at nickel fractions 0.2, 0.5 and 0.8, the same as the input to the digits shown. The middle value can be checked by hand: for an exponential D it is √(0.05 × 0.0015) = 0.00866 µm²/s.

**8. A closed case with unbounded D**

Take the profile c = 1/(1 + e^(−x/√t)), so that x = √t ln[c/(1 − c)]. Then

dx/dc = √t / [c(1 − c)],
A(c) = √t [c ln c + (1 − c) ln(1 − c)].

Inversion gives

D(c) = −[c ln c + (1 − c) ln(1 − c)] / [2c(1 − c)].

This is positive, but near c = 0 it behaves as (1 − ln c)/2 and diverges; the other end is similar. Its integral is finite. The two terms of D contribute equally by the symmetry c ↔ 1 − c, so

D̄ = −∫₀¹ ln c/(1 − c) dc = Σ 1/n² = π²/6, n = 1, 2, 3, …

Here 1/(1 − c) was expanded in powers of c, with −∫₀¹ cⁿ⁻¹ ln c dc = 1/n².

For the variance, put λ = x/√t and expand the weight e^(−λ)/(1 + e^(−λ))² for λ > 0 as Σ (−1)ⁿ⁺¹ n e^(−nλ). Since ∫₀^∞ λ² e^(−nλ) dλ = 2/n³, and both halves of the line contribute,

σ²/t = 4 Σ (−1)ⁿ⁺¹/n² = π²/3.

This is 2D̄, obtained independently. The tails are exponential rather than Gaussian, and the growth law is unaffected.

**9. The copper–nickel example worked through**

With c the nickel fraction and r = 0.05/0.0015, the model is D = D_Cu exp(−c ln r), where ln r = 3.5066. Its average is

D̄ = (D_Cu − D_Ni)/ln r = 0.0485/3.5066 = 0.01383 µm²/s,

or 1.383 × 10⁻¹⁴ m²/s. After 100 h,

σ² = 2 × 0.013831 × 360000 ≈ 9958 µm², σ ≈ 99.8 µm.

Two limits help in reading the formula. As r → 1, D̄ tends to the common diffusivity and σ² = 2Dt, the constant-D result. For r ≫ 1, D̄ ≈ D_Cu/ln r: the fast end sets the scale, reduced by a logarithm because D is close to its largest value over only part of the composition range.

The nickel fraction at x = 0 is 0.3553, not one half. That fraction of the weight lies on the copper side and 0.6447 on the nickel side. Since the mean position is zero, the average distance on the copper side must be 0.6447/0.3553 = 1.81 times that on the nickel side.

For a hand estimate, take the positions at nickel fractions 0.05, 0.15, …, 0.95, in µm:

−209.2, −91.9, −36.3, −1.5, 22.8,
41.0, 55.6, 68.1, 80.3, 96.7.

Their mean is 2.6 µm and their variance is 7920 µm², which is 20 % below the full value. Each point replaces a strip of composition by one position. This loses the spread within the strips, about 850 µm² of the shortfall of about 2040 µm². It also uses the position at the middle composition in place of the strip's mean position, and this loses the other 1190 µm² or so. The strip from 0 to 0.1 contains the whole far copper tail, yet is represented by −209.2 µm alone. Its mean position is −233.7 µm, and it holds about 760 µm² of the spread within strips. The shortfall falls only about as the inverse of the number of steps: 11 % with 20 steps, 4.5 % with 50 and 2.3 % with 100. Ten equal steps are too coarse here if D̄ is wanted to a few per cent.

**10. Changes to the model**

*Time-dependent temperature.* If heating multiplies D(c) by a factor h(t) common to all compositions, define τ by dτ = h dt. The equation in τ has its original form, so t is replaced by ∫ h dt.

*Parallel fast paths.* Let paths along x occupy area fractions aₖ, with diffusivities Dₖ(c) and any lateral exchange that conserves material. Exchange cancels from the area-averaged composition ĉ = Σ aₖcₖ, leaving

∂ĉ/∂t = ∂²/∂x² Σ aₖKₖ(cₖ).

If ĉ is monotone and each cₖ tends to the same end values, the cutoff proof applies unchanged, and D̄ becomes Σ aₖD̄ₖ. In a dimensionless test, fractions 0.9 and 0.1 had D = 0.5 exp(−2c) and 2 − c, with exchange rate 0.3. After t = 2 the increase in variance and its predicted value were both 1.3782.

*Unequal molar volumes.* If the partial molar volumes are constant but unequal, moles per unit volume obey the diffusion equation in the volume-fixed frame. The volume fraction is proportional to that concentration, so the law holds with volume fraction as c.

The result does not carry over to a D that depends separately on x, since ∫ D (∂c/∂x) dx is then no longer an integral over composition alone. A negative D, as inside a spinodal, is also outside the proof. In a finite couple the law fails once the profile reaches the outer surfaces.

**11. The model beside a real couple**

Copper and nickel form a continuous solid solution at 1000 °C, below the melting point of copper, so a single-phase profile is appropriate. The end diffusivities are rough typical values, and the exponential between them is a model choice. The other material inputs below are rough too.

- With an activation energy of 240 kJ/mol, a true temperature 5 K above the assumed one raises D̄ by 9.3 %. This is the largest effect in the list.
- Grain boundaries along x, around square columns of side d = 1000 µm, occupy an area fraction 2δ/d, where δ is their width. With δD_gb = 0.4 µm³/s and no segregation, they add 2 × 0.4/1000 = 0.0008 µm²/s, or 5.8 % of D̄. Finer columns would raise this in proportion to 1/d. The figure refers to the composition averaged over the cross-section. These columns are much wider than the diffusion distance, so a line scan near a boundary shows a larger excess and one along the middle of a grain shows almost none.
- Unequal atomic fluxes can leave pores. The variance is half the mean squared separation of two independently chosen positions. If pores stretch every separation by at most 1 %, the variance rises by at most 1.01² − 1 = 2.0 %.
- Heating and cooling at 10 K/min together equal about 10 min at temperature, or roughly 0.2 % of the anneal.
- Molar volumes of 7.1 and 6.6 cm³/mol change the variance weighted by mole fraction by only −0.02 % relative to 2D̄t. That is far less than the volume difference itself. The term of first order in the volume difference cancels for any D(c). With V the molar volume and V₀ a reference value, a coordinate that counts moles turns D into D(V₀/V)², and converting back to length adds the same amount with the opposite sign. What is left is of second order: exchanging the two volumes gives the same change, and a constant D gives a similar one. A large volume difference would need its own calculation.
- For halves 1000 µm thick, the infinite-couple solution puts a nickel fraction of about 2 × 10⁻⁸ at the outer copper surface. The finite thickness is negligible here.

For this couple, therefore, temperature error and grain boundaries limit the use of D̄ far more than the finite thickness does. A measured profile has a further limit, because the squared distance weights the tails heavily. If the profile is resolved only between nickel fractions 0.01 and 0.99, the variance comes out 6 % low when the missing weight is placed at the cut points, and 19 % low when it is dropped.

Table of computed values

```
Step start, dimensionless, t = 1: variance and 2*Dbar*t
  rising exponential: 0.63348 and 0.63348
  well: 1.25587 and 1.25587
  peak: 0.98790 and 0.98790
Logistic profile, t = 1: variance 3.289868, Dbar 1.644934
Graded start, D = exp(-2c), dimensionless, t = 4:
  mean before and after: -0.4500 and -0.4500
  variance before and after: 2.7562 and 6.2148
  increase and 2*Dbar*t: 3.4586 and 3.4587
Two paths, t = 2: increase 1.3782, 2*(area mean of Dbar)*t 1.3782
Cu-Ni couple: T = 1273.15 K, time = 100 h = 360000 s
  D at Cu end 0.05 um^2/s, at Ni end 0.0015 um^2/s, ln ratio 3.5066
  Dbar = 0.013831 um^2/s = 1.3831e-14 m^2/s
  mean of the two end values = 0.02575 um^2/s
  variance from profile = 9958.5 um^2
  2*Dbar*t              = 9958.5 um^2
  standard deviation = 99.79 um
  Ni fraction at x = 0: 0.3553
  positions (um) at Ni fraction 0.05, 0.15, ... 0.95:
    -209.2 -91.9 -36.3 -1.5 22.8
    41.0 55.6 68.1 80.3 96.7
  ten-point mean 2.57 um, ten-point variance 7920.2 um^2
  inverted D at Ni fraction 0.2: 0.024797 um^2/s, input 0.024797
  inverted D at Ni fraction 0.5: 0.008660 um^2/s, input 0.008660
  inverted D at Ni fraction 0.8: 0.003025 um^2/s, input 0.003025
  cutoff at 2000 um: growth rate / limit = 0.94978
  cutoff at 20000 um: growth rate / limit = 0.99948
Neglected effects, relative to the variance or Dbar:
  temperature 5 K too high (Q = 240 kJ/mol): 9.27 %
  molar volumes 7.1 and 6.6 cm^3/mol, mole-fraction weight: -0.02 %
  grain boundaries (0.4 um^3/s, 1000 um columns): 5.78 %
  pores stretching lengths by 1 %, at most: 2.01 %
  heating and cooling at 10 K/min: 10.35 min at temperature, 0.173 %
  halves 1000 um thick: Ni fraction at Cu end 2.16e-08, variance beyond 2.32e-04 %
```
